# The dressed kernel for a single excitation mixed with a double: a program that tests the result

```python
"""
Result under test: for one single excitation q mixed with one double D,
    2[q|f(w)|q] = 2[q|fA|q] + H_qD^2 / (w - (H_DD - H_00)),
where f is the Hartree-exchange-correlation kernel, fA its adiabatic part,
w the frequency, and H_ij are elements of the true Hamiltonian between
the ground determinant 0, the singlet single q and the double D.

Model: two electrons, potential x^2/2, repulsion lam*delta(x1-x2), singlet.
Orbitals: self-consistent exact exchange, v_Hx = lam*phi0^2, f_Hx = lam*delta/2.
q promotes one electron 0->2, D promotes both electrons 0->1.
Hartree atomic units throughout; lam is in hartree*bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import rgamma

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NBASIS = 40
x = np.linspace(-14.0, 14.0, 561)
dx = x[1] - x[0]

# Harmonic-oscillator functions on the grid
basis = np.zeros((NBASIS, x.size))
basis[0] = np.pi ** -0.25 * np.exp(-x ** 2 / 2)
basis[1] = np.sqrt(2.0) * x * basis[0]
for n in range(1, NBASIS - 1):
    basis[n + 1] = (np.sqrt(2.0 / (n + 1)) * x * basis[n]
                    - np.sqrt(n / (n + 1)) * basis[n - 1])
level = np.arange(NBASIS) + 0.5
assert np.allclose(basis @ basis.T * dx, np.eye(NBASIS), atol=1e-10)


def exchange_only_orbitals(lam):
    """Self-consistent orbital energies and coefficient columns."""
    density0 = basis[0] ** 2
    for _ in range(500):
        fock = np.diag(level) + lam * (basis * density0) @ basis.T * dx
        energies, coeff = np.linalg.eigh(fock)
        new = (coeff[:, 0] @ basis) ** 2
        change = np.max(np.abs(new - density0))
        density0 = new
        if change < 1e-13:
            break
    assert change < 1e-12
    return energies, coeff


def hamiltonian_element(A, B, lam):
    """<A|H|B> for two-electron wavefunctions given as coefficient matrices."""
    one_body = np.sum(A * B * (level[:, None] + level[None, :]))
    A_contact = np.sum((A @ basis) * basis, axis=0)
    B_contact = np.sum((B @ basis) * basis, axis=0)
    return one_body + lam * np.sum(A_contact * B_contact) * dx


def transition_density(A, B):
    """2 * integral over x2 of A(x,x2) B(x,x2)."""
    return 2 * np.sum(((A @ B.T) @ basis) * basis, axis=0)


def dressed_model(lam):
    """All ingredients of the dressed kernel and the two-state reference."""
    eps, c = exchange_only_orbitals(lam)
    phi = c.T @ basis
    ground = np.outer(c[:, 0], c[:, 0])
    single = (np.outer(c[:, 0], c[:, 2])
              + np.outer(c[:, 2], c[:, 0])) / np.sqrt(2)
    double = np.outer(c[:, 1], c[:, 1])
    states = [ground, single, double]
    H = np.array([[hamiltonian_element(a, b, lam) for b in states]
                  for a in states])
    m = {"eps": eps, "phi": phi, "states": states, "H": H}
    m["wq"] = eps[2] - eps[0]
    m["static"] = lam * np.sum(phi[0] ** 2 * phi[2] ** 2) * dx
    m["coupling"] = H[1, 2]
    m["pole"] = H[2, 2] - H[0, 0]
    m["kernel"] = lambda w: m["static"] + m["coupling"] ** 2 / (w - m["pole"])
    gap = lambda w: w - m["wq"] - m["kernel"](w)
    p = m["pole"]
    m["roots"] = np.array([brentq(gap, p - 1, p - 1e-9, xtol=1e-13),
                           brentq(gap, p + 1e-9, p + 1, xtol=1e-13)])
    m["share"] = 1 / (1 + m["coupling"] ** 2 / (m["roots"] - p) ** 2)
    values, vectors = np.linalg.eigh(H[1:, 1:])
    m["two_state"] = values - H[0, 0]
    m["vectors"] = vectors
    return m


def untruncated_frequencies(lam):
    """Relative-motion and centre-of-mass excitations near 2, ascending."""
    g = lam / np.sqrt(2)
    condition = lambda v: 2 * rgamma(-v / 2) + g * rgamma((1 - v) / 2)
    v0 = brentq(condition, 0.0, 1.0, xtol=1e-13)
    v2 = brentq(condition, 2.0, 3.0, xtol=1e-13)
    return np.array([v2 - v0, 2.0])


def relative_motion_grid(lam):
    """Finite-difference frequency and quadratic-probe strength."""
    y = np.linspace(-8.0, 8.0, 1601)
    h = y[1] - y[0]
    diagonal = 1 / h ** 2 + y ** 2 / 2
    diagonal[y.size // 2] += lam / np.sqrt(2) / h
    off = np.full(y.size - 1, -0.5 / h ** 2)
    e, v = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 2))
    return e[2] - e[0], np.sum(v[:, 0] * y ** 2 * v[:, 2]) ** 2


def untruncated_shares(lam):
    """Shares of x1^2+x2^2 strength: relative mode, centre-of-mass mode."""
    relative = relative_motion_grid(lam)[1]
    centre = 0.5  # squared oscillator element <2|R^2|0>
    return np.array([relative, centre]) / (relative + centre)


lam = 0.2
m = dressed_model(lam)
H, phi = m["H"], m["phi"]
ground, single, double = m["states"]

# The centre-of-mass strength used above, from its integral
assert abs((np.sum(basis[0] * x ** 2 * basis[2]) * dx) ** 2 - 0.5) < 1e-10

# Ground determinant does not couple to the single for these orbitals
assert abs(H[0, 1]) < 1e-9
# The static part equals the adiabatic exact-exchange kernel element
assert abs((H[1, 1] - H[0, 0]) - (m["wq"] + m["static"])) < 1e-9

# The double is dark; the single has density sqrt(2)*phi0*phi2
assert np.max(np.abs(transition_density(ground, double))) < 1e-9
assert np.allclose(transition_density(ground, single),
                   np.sqrt(2) * phi[0] * phi[2], atol=1e-9)

# Invert the response to x^2, built from eigenstate transition densities
amplitudes = []
for k in range(2):
    state = m["vectors"][0, k] * single + m["vectors"][1, k] * double
    amplitudes.append(np.sum(x ** 2 * transition_density(ground, state)) * dx)
strengths = np.array(amplitudes) ** 2
bare_strength = 2 * (np.sum(phi[0] * x ** 2 * phi[2]) * dx) ** 2
probe_frequencies = [1.5, 1.9, 2.05, 2.5]
inverted = []
for w in probe_frequencies:
    chi_s = bare_strength / (w - m["wq"])
    chi = np.sum(strengths / (w - m["two_state"]))
    inverted.append(bare_strength * (1 / chi_s - 1 / chi))
    assert abs(inverted[-1] - m["kernel"](w)) < 1e-8

# Dressed roots and strengths against diagonalization
assert np.allclose(m["roots"], m["two_state"], atol=1e-9)
assert np.allclose(m["share"], strengths / strengths.sum(), atol=1e-7)
assert abs(strengths.sum() - bare_strength) < 1e-9
# The response vanishes at the kernel pole
assert abs(np.sum(strengths / (m["pole"] - m["two_state"]))) < 1e-6

# Full adiabatic response, all even singles and backward part included
virtual = np.arange(2, NBASIS, 2)
gaps = m["eps"][virtual] - m["eps"][0]
pair = phi[virtual] * phi[0]
element = lam * pair @ pair.T * dx
casida = np.diag(gaps ** 2) + 2 * np.sqrt(np.outer(gaps, gaps)) * element
adiabatic_all = np.sqrt(np.linalg.eigvalsh(casida))
nearby = adiabatic_all[(adiabatic_all > 1) & (adiabatic_all < 3)]
assert nearby.size == 1

# Solution without the two-state truncation
reference = untruncated_frequencies(lam)
grid_frequency = relative_motion_grid(lam)[0]
assert abs(grid_frequency - reference[0]) < 2e-4  # grid error of order h^2
reference_share = untruncated_shares(lam)
assert np.max(np.abs(m["share"] - reference_share)) < 0.1
weak_share = dressed_model(0.02)["share"]
weak_share_error = np.max(np.abs(weak_share - untruncated_shares(0.02)))
assert weak_share_error < 0.01

# Frequency errors are of second order in the repulsion
errors = {s: dressed_model(s)["roots"] - untruncated_frequencies(s)
          for s in (0.04, 0.02)}
error_ratio = errors[0.04] / errors[0.02]
assert np.all((error_ratio > 3.5) & (error_ratio < 4.5))

# Effect of letting the ground determinant mix with the double
three = np.linalg.eigvalsh(H)
three_frequencies = three[1:] - three[0]
assert three[0] < H[0, 0]

print(f"repulsion strength lam = {lam:.2f} hartree*bohr")
print("trap frequency = %.1f hartree" % (level[1] - level[0]))
for i in range(3):
    print(f"orbital energy {i} = {m['eps'][i]:.6f} hartree")
print(f"orbital gap w_q = {m['wq']:.6f} hartree")
print(f"adiabatic term 2[q|fA|q] = {m['static']:.6f} hartree")
print(f"H_00 = {H[0, 0]:.6f} hartree")
print(f"H_qq = {H[1, 1]:.6f} hartree")
print(f"H_DD = {H[2, 2]:.6f} hartree")
print(f"|H_qD| = {abs(H[1, 2]):.6f} hartree")
print(f"|H_0D| = {abs(H[0, 2]):.6f} hartree")
print(f"H_qD squared = {H[1, 2] ** 2:.8f} hartree^2")
print(f"H_qq - H_00 = {H[1, 1] - H[0, 0]:.6f} hartree")
print(f"kernel pole H_DD - H_00 = {m['pole']:.6f} hartree")
for w, value in zip(probe_frequencies, inverted):
    print(f"2[q|f|q] by inversion at w={w:.2f} hartree: {value:.6f} hartree")
print(f"adiabatic single-pole root = {m['wq'] + m['static']:.6f} hartree")
print(f"full adiabatic root near 2 = {nearby[0]:.6f} hartree")
print(f"number of full adiabatic roots from 1 to 3 hartree = {nearby.size}")
for k, name in enumerate(("lower", "upper")):
    print(f"{name} dressed root = {m['roots'][k]:.6f} hartree")
    print(f"{name} dressed root = {m['roots'][k] * HARTREE_EV:.4f} eV")
    print(f"{name} untruncated frequency = {reference[k]:.6f} hartree")
    print(f"{name} error = {m['roots'][k] - reference[k]:.6f} hartree")
    print(f"{name} dressed strength share = {m['share'][k]:.4f} (no unit)")
    print(f"{name} untruncated share = {reference_share[k]:.4f} (no unit)")
    print(f"{name} three-state root = {three_frequencies[k]:.6f} hartree")
    print(f"{name} error ratio, lam 0.04 to 0.02 = {error_ratio[k]:.3f}")
print(f"dressed splitting = {np.diff(m['roots'])[0]:.6f} hartree")
print(f"untruncated splitting = {np.diff(reference)[0]:.6f} hartree")
print(f"three-state ground shift = {three[0] - H[0, 0]:.6f} hartree")
print(f"largest share error at lam 0.02 = {weak_share_error:.5f} (no unit)")
print("no test failed")
```

Output:

```
repulsion strength lam = 0.20 hartree*bohr
trap frequency = 1.0 hartree
orbital energy 0 = 0.578500 hartree
orbital energy 1 = 1.540071 hartree
orbital energy 2 = 2.530059 hartree
orbital gap w_q = 1.951559 hartree
adiabatic term 2[q|fA|q] = 0.030152 hartree
H_00 = 1.078924 hartree
H_qq = 3.060634 hartree
H_DD = 3.060120 hartree
|H_qD| = 0.020032 hartree
|H_0D| = 0.039723 hartree
H_qD squared = 0.00040130 hartree^2
H_qq - H_00 = 1.981711 hartree
kernel pole H_DD - H_00 = 1.981196 hartree
2[q|f|q] by inversion at w=1.50 hartree: 0.029318 hartree
2[q|f|q] by inversion at w=1.90 hartree: 0.025210 hartree
2[q|f|q] by inversion at w=2.05 hartree: 0.035985 hartree
2[q|f|q] by inversion at w=2.50 hartree: 0.030926 hartree
adiabatic single-pole root = 1.981711 hartree
full adiabatic root near 2 = 1.981090 hartree
number of full adiabatic roots from 1 to 3 hartree = 1
lower dressed root = 1.961419 hartree
lower dressed root = 53.3729 eV
lower untruncated frequency = 1.964011 hartree
lower error = -0.002592 hartree
lower dressed strength share = 0.4936 (no unit)
lower untruncated share = 0.5236 (no unit)
lower three-state root = 1.962619 hartree
lower error ratio, lam 0.04 to 0.02 = 3.976
upper dressed root = 2.001487 hartree
upper dressed root = 54.4632 eV
upper untruncated frequency = 2.000000 hartree
upper error = 0.001487 hartree
upper dressed strength share = 0.5064 (no unit)
upper untruncated share = 0.4764 (no unit)
upper three-state root = 2.002677 hartree
upper error ratio, lam 0.04 to 0.02 = 3.988
dressed splitting = 0.040068 hartree
untruncated splitting = 0.035989 hartree
three-state ground shift = -0.000796 hartree
largest share error at lam 0.02 = 0.00315 (no unit)
no test failed
```
